# Resonant electron capture by a moving ion: the shifted Fermi sphere

A hydrogen beam grazes a metal whose conduction electrons have kinetic energies up to 12 eV. Close to the surface, the level that would turn a hydrogen atom into a negative ion lies 13 eV above the band bottom, 1 eV higher than any filled state. In a free-electron model with a sharp level at zero temperature, the filled share of the states that can exchange an electron with this level is zero at a beam energy of 20 eV, 0.36 at 2 keV, 0.12 at 50 keV and zero again at 100 keV. Why does motion open the level to electrons that lack the energy to reach it, and why does faster motion close it?

The answer is a condition on three speeds. In atomic units ($\hbar=m=e=1$), let the filled states be $|\mathbf q|<k_F$ in the frame of the metal, let the ion have velocity $\mathbf v$, and let its level lie $\varepsilon=k^2/2$ above the band bottom in the ion's frame, with $k>0$. Resonant capture from filled states requires

$$|v-k|<k_F. \tag{1}$$

When (1) holds, capture does occur, provided the coupling does not vanish on all the filled resonant states. "Resonant" means that one electron changes place and no other electron, phonon or photon takes up energy.

## First derivation: the frame of the ion

Take the metal as a uniform electron gas or, for a grazing beam, as a gas bounded by a flat, structureless surface parallel to $\mathbf v$. Its potential does not change when it is displaced along $\mathbf v$. Seen from the ion, the metal slides past but its potential is static, as is the ion's own potential if $\mathbf v$ is constant. An electron's energy is therefore conserved in the ion's frame.

An electron of momentum $\mathbf q$ in the metal's frame has momentum $\mathbf K=\mathbf q-\mathbf v$ relative to the ion. Its energy there, from the band bottom, is $K^2/2$. Resonance with the level means

$$|\mathbf K|=k , \tag{2}$$

a spherical shell centred on the origin of $\mathbf K$. The filled states satisfy $|\mathbf K+\mathbf v|<k_F$: the Fermi sphere keeps its radius and is shifted to the centre $-\mathbf v$. Capture needs a point of the shell inside this shifted sphere.

On the shell, the condition for being filled reads

$$|\mathbf K+\mathbf v|^2=k^2+2\mathbf K\cdot\mathbf v+v^2<k_F^2 .$$

For $v>0$, move $2\mathbf K\cdot\mathbf v$ to the right and divide by $2v$:

$$-\mathbf K\cdot\hat{\mathbf v}>s,\qquad s=\frac{v^2+k^2-k_F^2}{2v}. \tag{3}$$

The filled part of the shell is thus a cap around the direction $-\hat{\mathbf v}$. Their head-on velocity component relative to the ion is larger than $s$; for $s>0$ they all stream towards the ion from ahead.

On the shell, $-\mathbf K\cdot\hat{\mathbf v}$ runs from $-k$ to $k$. A filled state exists if and only if $s<k$, that is

$$v^2+k^2-k_F^2<2vk\quad\Longleftrightarrow\quad (v-k)^2<k_F^2 ,$$

which is (1). In the same way, an empty state, into which the level can lose its electron, exists if and only if $s>-k$. This gives $(v+k)^2>k_F^2$, or

$$v+k>k_F . \tag{4}$$

Contact at a single point is left out of both statements, because it has no area and gives no rate. At $v=0$ the whole shell lies at one energy, and capture needs $k<k_F$, in agreement with (1).

The area of a spherical cap is proportional to its height, here $k-s$ out of a full height $2k$. If the coupling is the same everywhere on the shell, the filled share is

$$f=\frac{k-s}{2k}=\frac{2vk-v^2-k^2+k_F^2}{4vk}=\frac{k_F^2-(v-k)^2}{4vk}. \tag{5}$$

This holds when both (1) and (4) are satisfied. If (1) fails, $f=0$; if (4) fails, $f=1$. At a surface only electrons moving outward arrive, which keeps half of the shell. Since $\mathbf v$ is parallel to the surface, the discarded half of the cap mirrors the kept half, and neither (1) nor (5) changes.

## Second derivation: the frame of the metal

Now stay with the metal and let the level move. Let $\phi(\mathbf r)$ be the level's orbital for an ion at rest, obeying $(-\tfrac12\nabla^2+U)\phi=\varepsilon\phi$ with an ion-centred potential $U$. A level above the band bottom is not truly bound, so $U$ is a model potential that holds the electron, and a weak residual coupling $W$ lets it escape. For the moving ion the orbital is

$$\chi(\mathbf r,t)=\phi(\mathbf r-\mathbf vt)\,e^{i\mathbf v\cdot\mathbf r-i(\varepsilon+v^2/2)t}. \tag{6}$$

To check this, call the exponential factor $e^{i\theta}$. The time derivative gives

$$i\partial_t\chi=\left[-i\mathbf v\cdot\nabla\phi+\left(\varepsilon+\tfrac12v^2\right)\phi\right]e^{i\theta},$$

and the kinetic energy gives

$$-\tfrac12\nabla^2\chi=\left[-\tfrac12\nabla^2\phi-i\mathbf v\cdot\nabla\phi+\tfrac12v^2\phi\right]e^{i\theta}.$$

Adding $U\chi$ to the second line and using the equation for $\phi$ makes the two sides equal. The factor $e^{i\mathbf v\cdot\mathbf r}$ carries the momentum that the electron has because it travels with the ion.

The coupling of a metal electron $e^{i\mathbf q\cdot\mathbf r-iq^2t/2}$ to this orbital is

$$\int d^3r\,\phi^*(\mathbf r-\mathbf vt)\,W(\mathbf r-\mathbf vt)\,e^{i(\mathbf q-\mathbf v)\cdot\mathbf r}\,e^{i(\varepsilon+v^2/2-q^2/2)t}.$$

Substitute $\mathbf r=\mathbf r'+\mathbf vt$. The integral over $\mathbf r'$ becomes a constant $M(\mathbf q-\mathbf v)$, and a further phase $(\mathbf q-\mathbf v)\cdot\mathbf v\,t$ appears. The total phase is $\Delta t$ with

$$\Delta=\varepsilon+\tfrac12v^2-\tfrac12q^2+\mathbf q\cdot\mathbf v-v^2
=\varepsilon-\tfrac12q^2+\mathbf q\cdot\mathbf v-\tfrac12v^2 . \tag{7}$$

At a surface the plane wave is replaced by a wave that is plane along the surface only. As $\mathbf v$ lies along the surface, the same shift produces the same $\Delta$.

To leading order in $W$, the transition probability after a time $t$ is $|M|^2\sin^2(\Delta t/2)/(\Delta/2)^2$. For long times this tends to $2\pi t\,|M|^2\delta(\Delta)$, so a steady rate needs $\Delta=0$. Let $\mu$ be the cosine of the angle between $\mathbf q$ and $\mathbf v$. With $\varepsilon=k^2/2$, and for $q,v>0$, $\Delta=0$ gives

$$\mu=\frac{q^2+v^2-k^2}{2qv}. \tag{8}$$

A real angle needs $-1\le\mu\le1$. The upper limit gives $(q-v)^2\le k^2$, and the lower one gives $(q+v)^2\ge k^2$. So $q$, $v$ and $k$ must be able to form a triangle, which is the same as

$$|v-k|\le q\le v+k . \tag{9}$$

Occupied states have $q<k_F$. Some of them lie in the range (9) if and only if $|v-k|<k_F$, which is (1) again. States with $q>k_F$ lie in the range if and only if $v+k>k_F$, which is (4).

The rate also returns the filled share. For constant $|M|^2$, the capture rate is proportional to

$$\int_{q<k_F}\!d^3q\,\delta(\Delta)=2\pi\int q^2dq\int_{-1}^{1}d\mu\,\delta(\Delta).$$

Since $|\partial\Delta/\partial\mu|=qv$, the angular integral is $1/(qv)$ inside the range (9) and zero outside. With $k_F$ inside that range,

$$\frac{2\pi}{v}\int_{|v-k|}^{k_F}q\,dq=\frac{\pi}{v}\left[k_F^2-(v-k)^2\right]. \tag{10}$$

For all states, filled and empty, the upper limit is $v+k$, and the result is $(\pi/v)\,4vk=4\pi k$. The ratio is (5).

This route also shows where the energy comes from. Before capture the electron has energy $q^2/2$. Afterwards it has $\varepsilon+v^2/2$, its internal energy plus that of travelling with the ion. Using $\Delta=0$ to eliminate $\varepsilon$, the difference is

$$\varepsilon+\tfrac12v^2-\tfrac12q^2=v^2-\mathbf q\cdot\mathbf v=\mathbf v\cdot(\mathbf v-\mathbf q). \tag{11}$$

The electron's mean momentum changes from $\mathbf q$ to $\mathbf v$. Since the metal takes up no momentum along $\mathbf v$, a heavy ion loses the component of $\mathbf v-\mathbf q$ along $\mathbf v$ and, with it, the energy (11). The ion's motion pays for the missing 1 eV and more. For filled states ($q<k_F$) the energy (11) is at least the gap $\varepsilon-k_F^2/2$ plus $v^2/2$. In the example it is close to 1 eV only near the lowest speed that allows capture (1.0 to 1.2 eV at a beam energy of 50 eV); it runs from 2.1 to 7.5 eV at 2 keV and from 28 to 38 eV at 50 keV.

## Two cases: level above or below the Fermi energy

**Level above, $k>k_F$.** Condition (1) is a window with two edges,

$$k-k_F<v<k+k_F . \tag{12}$$

At the lower edge, the fastest electrons coming head-on have relative speed $v+k_F=k$ and just reach the level. At the upper edge, the fastest electrons running ahead of the ion in its own direction have relative speed $v-k_F=k$. Beyond it, every electron in the metal is too fast relative to the ion. Slow motion brings too little relative energy, and fast motion too much.

To find the best speed, write (3) as

$$s=\frac12\left(v+\frac{v_b^2}{v}\right),\qquad v_b^2=k^2-k_F^2 .$$

Because $v+v_b^2/v=(\sqrt v-v_b/\sqrt v)^2+2v_b$, the smallest value is $s=v_b$, reached at $v=v_b$. The filled share (5) is then largest:

$$f_{\max}=\frac12\left(1-\frac{v_b}{k}\right)=\frac12\left(1-\sqrt{1-\frac{k_F^2}{k^2}}\right). \tag{13}$$

It stays below one half. Since $v_b^2=(k-k_F)(k+k_F)$, the best speed is the geometric mean of the two edges. With $E_\ell$ the level energy and $E_F$ the Fermi energy, both from the band bottom, the ion energy at this speed is

$$\frac{M}{2}v_b^2=\frac Mm\,(E_\ell-E_F), \tag{14}$$

where the electron mass $m$ is restored to show the mass ratio.

**Level below, $k<k_F$.** There is no lower edge. For $v<k_F-k$ the whole shell lies inside the Fermi sphere, so $f=1$ and resonant loss is blocked. Above that speed both capture and loss are open. Now $s=\tfrac12[v-(k_F^2-k^2)/v]$ grows steadily with $v$, so $f$ falls from one to zero, which it reaches at $v=k_F+k$.

## The numbers for hydrogen

The example takes rough values in the regime of aluminium: Fermi energy 12 eV, work function 4 eV, hydrogen affinity 0.75 eV, and an ion 0.16 nm from the surface. The extra electron is attracted by its own image charge, which lowers the level by 2.25 eV. The level is then $0.75+2.25=3.00$ eV below vacuum, and $12+4-3=13$ eV above the band bottom. In atomic units $k_F=0.9391$ and $k=0.9775$.

- Lower edge: $v=0.9775-0.9391\approx0.038$, a beam energy of about 37 eV.
- Upper edge: $v=0.9775+0.9391\approx1.917$, about 92 keV.
- Best speed: $v_b\approx0.271$. By (14) the energy is the proton–electron mass ratio times 1 eV, about 1.8 keV, and there $f_{\max}\approx0.36$.

At 2 keV, $v=0.2829$ and $|v-k|=0.6945$, below $k_F$. Equation (5) gives

$$f=\frac{0.9391^2-0.6945^2}{4(0.2829)(0.9775)}=\frac{0.3996}{1.106}\approx0.36 .$$

At 20 eV, $|v-k|=0.949$, and at 100 keV it is 1.023. Both exceed $k_F$, which accounts for the two zeros.

The kinematics was tested without using the ion's frame. A one-dimensional well between two barriers, with a resonance at $k=1.023$ when at rest, was moved at $v=1.20$ through plane waves in the fixed frame. In one dimension the shell is the pair of points $q=v\pm k$, here 0.177 and 2.223. The density inside the moving well peaked at 0.178 and 2.222. Over the 120 incident momenta tested, from $-0.3$ to 2.7, it differed from the response of the resting well at the same relative momentum by at most 5.1% of the peak at time 130, and by 0.4% at time 220. The well is switched on suddenly, and a sharp resonance needs time to settle.

## Tunnelling and temperature

**Tunnelling.** Outside the surface the coupling is not uniform over the shell. Treat the surface as a potential step. An electron with perpendicular momentum $k_\perp$ inside and decay constant $\kappa$ outside has the wave $e^{ik_\perp x}+re^{-ik_\perp x}$ on one side and $\tau e^{-\kappa x}$ on the other. Continuity of value and slope gives $1+r=\tau$ and $ik_\perp(1-r)=-\kappa\tau$. Eliminating $r$ yields $\tau=2k_\perp/(k_\perp+i\kappa)$, so the density at distance $z$ is

$$|\tau|^2e^{-2\kappa z}=\frac{4k_\perp^2}{k_\perp^2+\kappa^2}\,e^{-2\kappa z}.$$

Let $p$ be the momentum along the surface relative to the ion, and $|E_a|$ the depth of the level below vacuum. Then $k_\perp^2=k^2-p^2$ and $\kappa^2=2|E_a|+p^2$. Their sum does not depend on $p$, so the weight is proportional to $k_\perp^2e^{-2\kappa z}$ and falls as $p$ grows.

By (3), filled states need $p>s$, because the head-on component cannot exceed $p$. At 50 keV, $s\approx0.73$ out of $k\approx0.98$, so the filled states are among those that tunnel worst. The share drops from 0.12 to 0.008. At 2 keV it roughly halves, from 0.361 to 0.185. The edges stay where they were, because the weight is positive inside them. These shares belong to the sharp step, which leaves out the image attraction that lowers the level. With a barrier $-(1-e^{-\lambda x})/4x$ outside, joined to $-V_0/(Ae^{\beta x}+1)$ inside ($V_0=16$ eV, with $A$ and $\beta$ fixed by continuity of value and slope at $x=0$), and $\lambda$ from 1 to 1.5, they fall to 0.12–0.15 at 2 keV and 0.0007–0.003 at 50 keV. Only the trend carries over to a real surface.

The best energy also stays at 1.84 keV. For fixed $k$ and $z$, the speed enters the filled region (3) through $s$ alone, and the cap is largest when $s$ is smallest. This holds for any weight on the shell that does not depend on $v$, as long as the level is sharp. Averaging (5) over a Lorentzian level of width 0.5 or 1.5 eV, as done below, moves the maximum to about 1.75 or 1.6 keV.

**Temperature.** On the shell, $q^2/2=\tfrac12(v^2+k^2)+vk\cos\theta$, where $\theta$ is the angle between $\mathbf K$ and $\mathbf v$. Equal areas have equal steps of $\cos\theta$, so the energy in the metal's frame is spread uniformly between $E_\mp=(v\mp k)^2/2$, a range of width $2vk$. Averaging the Fermi function with chemical potential $\mu_c$ gives

$$f_T=\frac{k_BT}{2vk}\left[\ln\!\left(1+e^{(\mu_c-E_-)/k_BT}\right)-\ln\!\left(1+e^{(\mu_c-E_+)/k_BT}\right)\right].$$

At 300 K, $k_BT=0.026$ eV. With $\mu_c$ kept at 12 eV, the share at the lower edge is 0.009 instead of zero. At 2 keV the Fermi energy lies many $k_BT$ inside the range, the bracket reduces to $(\mu_c-E_-)/k_BT$, and (5) is recovered.

## The model beside a real surface

Aluminium is close to a free-electron metal, and the energies used are of its typical size. The distance is a choice: a real trajectory passes through many distances, and the level moves with each. Between 0.14 and 0.18 nm the lower edge moves from 17 to 57 eV and the best energy from about 1.25 to 2.3 keV, while the upper edge stays within 91 to 93 keV. The estimates below rest on rough inputs.

At the lower edge the assumption of a sharp level fails visibly. With a width of 0.5 eV, averaging (5) over a Lorentzian restricted to energies above the band bottom gives a share of 0.09 at 20 eV, where the sharp level gives zero. Most of this is not due to motion: at rest the part of the Lorentzian below $E_F$ already gives 0.07. In this example there is therefore no lower edge, and the share rises smoothly from that floor. At 2 keV the share is practically unchanged. At 100 keV it is 0.0007, but there the window opens only for level energies above 15.3 eV, so nearly all of this comes from the tail above the vacuum level at 16 eV, where the Lorentzian form is not to be trusted.

The width of 0.5 eV is an assumed input. A Bardeen estimate with a zero-range orbital $Ne^{-\kappa r}/r$, $\Gamma=2\pi(2\pi N)^2\rho$ with $\rho$ the local density of metal states per spin at the ion and $N^2$ between 0.04 and 0.21, gives 0.1–0.6 eV for the step barrier and 0.6 to more than 3 eV for the barrier with an image tail, depending on the normalisation of the orbital. The true width may therefore exceed the 1 eV gap; at 1.5 eV the floor would be about 0.19. A width of 0.5 eV means a lifetime of 1.3 fs. At 2 keV and a grazing angle of 1°, the ion moves 0.014 nm along the surface normal in this time, and the level drifts by about 0.2 eV. At 50 keV the normal travel is five times larger, 0.07 nm, and the image shift changes by 0.7 eV on the way out and by 1.8 eV on the way in. This is comparable to the 1 eV gap, so at such speeds and this angle a level at one fixed distance is a poor picture. These figures use the normal speed far from the surface. At 2 keV and 1° the normal energy is only 0.6 eV, less than the 2.25 eV image energy, so a projectile that comes in charged and gains this energy moves about 0.03 nm per lifetime, and the level drifts by 0.4 to 0.5 eV. At 50 keV the normal energy is 15 eV and the correction is small.

At high speed the image charge lags behind the ion. The distance the ion travels in one inverse surface-plasmon frequency, divided by $2z$, is 0.11 at 2 keV but 0.76 at the edge. For an undamped surface plasmon without dispersion, the image shift relative to its static value is $a\int_0^{\pi/2}e^{-a\sin\varphi}\,d\varphi$, with $a=2z\omega_s/v$ the inverse of this ratio. It is 1.015 at 2 keV, about 1.1 at 20 keV, 1.06 at 50 keV and 0.98 at the edge, so in this model the upper edge moves by about 0.2 keV and the best energy rises to about 1.9 keV. Removing the image shift altogether would move it from 92 to about 100 keV, a limit that is far from reached.

Auger capture, in which a second electron scattered from a filled to an empty state balances the energy in the ion's frame, is not bound by (1). For a level above $E_F$ it is closed at rest and opens once $(k_F+v)^2-(k_F-v)^2/2>k^2/2$, at about 4 eV here. Its rate has not been estimated. Nor is $f$ an ion yield. It describes one electron of the required spin at one distance, while the yield also depends on loss along the outgoing path.

## What each derivation assumes

Both derivations need constant velocity, a potential unchanged by displacement along $\mathbf v$, and a heavy ion; the electron–ion mass ratio here is $5\times10^{-4}$.

The first uses a conservation law. It does not need an expansion in the coupling, only a level sharp enough for $k$ to have a definite value. It yields the condition and the geometry of the filled states, but no rate: the share (5) rests on the added assumption of uniform coupling.

The second needs a separate level orbital, a weak residual coupling, and a time long enough for $\sin^2(\Delta t/2)/(\Delta/2)^2$ to become narrow. In return it gives the rate, with the place where a real matrix element enters, and it shows how the condition softens: an interaction of duration $t$ leaves $\Delta$ uncertain by a few times $1/t$ (the factor falls to half at $|\Delta|\approx2.8/t$).

The two also differ in how they meet a crystal lattice. In the ion's frame the lattice potential oscillates in time, and the conservation law behind (2) is lost. In the metal's frame the electron's wave acquires a component of momentum $\mathbf q+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector, while its energy stays near $q^2/2$. Repeating the step that led to (7) adds $\mathbf G\cdot\mathbf v$ to $\Delta$, so (2) becomes $|\mathbf q-\mathbf v|^2/2=\varepsilon+\mathbf G\cdot\mathbf v$, and capture outside the window becomes possible. For a lattice potential whose Fourier component at $\mathbf G$ is 0.5 eV, and a period of 0.25 nm, first-order mixing gives this component a weight of about $4\times10^{-4}$ at $q=0$. The weight depends on $\mathbf q$ through the denominator $G^2/2+\mathbf q\cdot\mathbf G$, and $q=0$ is not itself resonant in the example: with $\mathbf G$ along $\mathbf v$, the filled states that become resonant at 100 keV have $q$ above 0.5 and weights from $2\times10^{-3}$ to $7\times10^{-3}$. Near a Brillouin-zone boundary the mixing is strong, and this estimate does not apply.

The computed values quoted here can be found in the numerical output below or follow from its inputs and the formulas above. The exceptions are the shares for the barrier with an image tail and the Bardeen widths, which need a numerical integration across the barrier.

## Computed results

```
MOVING-WELL TEST (atomic units)
well speed v = 1.20; static resonance k = 1.023
lab response peaks q = 0.178 and 2.222
predicted v-k = 0.177, v+k = 2.223
largest curve difference / peak at t = 130: 0.0509
largest curve difference / peak at t = 220: 0.0042
Fermi-ball search: 1153 open, 807 closed cases
largest error of filled share by counting = 0.00053
EXAMPLE INPUTS (rough)
Fermi energy = 12.0 eV; work function = 4.0 eV
affinity = 0.75 eV; distance = 0.16 nm
level width = 0.5 eV; temperature = 300 K
grazing angle = 1.0 deg
lattice period = 0.25 nm; potential = 0.5 eV
EXAMPLE RESULTS
image shift = 2.250 eV
level below vacuum = 3.000 eV
level above band bottom = 13.000 eV
level above Fermi energy = 1.000 eV
kF = 0.9391 a.u.; k = 0.9775 a.u.
floor: v = 0.0383 a.u., ion energy = 36.7 eV
ceiling: v = 1.9166 a.u., ion energy = 91.8 keV
best: v = 0.2711 a.u., ion energy = 1.836 keV
filled share at best speed = 0.3613
ion energy keV | v a.u. | |v-k| a.u. | f | f tunnelling | f broadened
   0.02 | 0.0283 | 0.9492 | 0.0000 | 0.00e+00 | 0.0890
   2.00 | 0.2829 | 0.6945 | 0.3612 | 1.85e-01 | 0.3630
  50.00 | 1.4147 | 0.4372 | 0.1249 | 7.64e-03 | 0.1236
 100.00 | 2.0007 | 1.0232 | 0.0000 | 0.00e+00 | 0.0007
NEGLECTED EFFECTS
tunnelling-weighted best energy = 1.84 keV
tunnelling-weighted share there = 0.1851
thermal energy = 0.0259 eV
thermal share at the floor = 0.0088
thermal change of share at 2 keV = -1.1e-16
level lifetime = 1.32 fs; speed at 2 keV = 0.619 nm/fs
normal travel per lifetime = 0.0142 nm
level drift per lifetime = 0.200 eV
surface plasmon energy = 11.41 eV
image lag v/(2 z omega_s) at 2 keV = 0.112
image lag v/(2 z omega_s) at ceiling = 0.756
ceiling without image shift = 99.7 keV
lattice mixing weight at q = 0: 4.3e-04
electron/ion mass ratio = 5.45e-04
```
